# Bounds on the conductivity of a randomly oriented orthorhombic silicide polycrystal: a numerical check

```python
"""
Result under test: a polycrystal whose grains share the principal conductivities
s1, s2, s3 and are oriented uniformly (by volume) has effective conductivity
    3/(1/s1 + 1/s2 + 1/s3) <= s_eff <= (s1 + s2 + s3)/3
for local Ohmic conduction and perfect grain boundaries.
Units: resistivity in uOhm cm, conductivity in 1e4 S/cm (= 100/resistivity),
lengths in nm.
The effective tensor of a periodic cell of cubic grains is enclosed from above
(trial potentials) and from below (trial divergence-free currents).
"""
from itertools import product
import numpy as np
from scipy import sparse
from scipy.integrate import dblquad
from scipy.spatial.transform import Rotation

GRAINS_PER_SIDE = 6


def conjugate_gradient(matrix, rhs, max_steps=400, tolerance=1e-9):
    """Solve a consistent, possibly singular, positive semidefinite system."""
    solution = np.zeros_like(rhs)
    residual = rhs.copy()
    direction = residual.copy()
    norm2 = residual @ residual
    target = tolerance**2 * norm2
    for _ in range(max_steps):
        if norm2 <= target:
            break
        image = matrix @ direction
        step = norm2 / (direction @ image)
        solution += step * direction
        residual -= step * image
        new_norm2 = residual @ residual
        direction = residual + (new_norm2 / norm2) * direction
        norm2 = new_norm2
    return solution


def field_operators(n):
    """Gradient and curl of periodic trilinear elements at the Gauss points."""
    i, j, k = np.indices((n, n, n)).reshape(3, -1)
    cells = n**3
    gauss = (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3))
    rows, cols, values = [], [], [[], [], []]
    for q, point in enumerate(product(gauss, repeat=3)):
        for corner in product((0, 1), repeat=3):
            shape = [s if c else 1 - s for s, c in zip(point, corner)]
            slope = [n if c else -n for c in corner]
            rows.append(q * cells + np.arange(cells))
            cols.append((((i + corner[0]) % n) * n + (j + corner[1]) % n) * n
                        + (k + corner[2]) % n)
            for a in range(3):
                b, c = (a + 1) % 3, (a + 2) % 3
                values[a].append(np.full(cells, slope[a] * shape[b] * shape[c]))
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    gx, gy, gz = [sparse.csr_matrix((np.concatenate(v), (rows, cols)),
                                    shape=(8 * cells, cells)) for v in values]
    gradient = sparse.vstack([gx, gy, gz]).tocsr()
    curl = sparse.bmat([[None, -gz, gy], [gz, None, -gx], [-gy, gx, None]],
                       format="csr")
    return gradient, curl


def minimise_dissipation(operator, cell_tensors):
    """Unit mean fields plus operator*(unknowns); returns averaged quantities."""
    t = np.tile(cell_tensors, (8, 1, 1))
    m = len(t)
    weight = sparse.bmat([[sparse.diags(t[:, a, b] / m) for b in range(3)]
                          for a in range(3)], format="csr")
    uniform = np.kron(np.eye(3), np.ones((m, 1)))
    stiffness = (operator.T @ (weight @ operator)).tocsr()
    field = uniform.copy()
    for a in range(3):
        load = -(operator.T @ (weight @ uniform[:, a]))
        field[:, a] += operator @ conjugate_gradient(stiffness, load)
    energy = field.T @ (weight @ field)
    response = uniform.T @ (weight @ field)
    deviation = (field - uniform).T @ (weight @ (field - uniform))
    return energy, response, deviation


def enclose(n, cell_tensors):
    """Tensors above and below the true effective conductivity tensor."""
    gradient, curl = field_operators(n)
    upper, response, deviation = minimise_dissipation(gradient, cell_tensors)
    # mean current per mean field must equal the dissipation tensor
    assert np.allclose(upper, response, rtol=0, atol=1e-6 * np.trace(upper))
    # excess dissipation of the uniform field equals that of the deviation
    excess = cell_tensors.mean(axis=0) - upper
    assert np.allclose(excess, deviation, rtol=0, atol=1e-6 * np.trace(upper))
    resist, _, _ = minimise_dissipation(curl, np.linalg.inv(cell_tensors))
    return upper, np.linalg.inv(resist)


def balanced_grains(principal, seed):
    """216 random grains; each rotation is used with all cyclic axis labels."""
    rng = np.random.default_rng(seed)
    count = GRAINS_PER_SIDE**3 // 3
    rot = Rotation.from_quat(rng.normal(size=(count, 4))).as_matrix()
    grains = np.concatenate([np.einsum("gia,a,gja->gij", rot,
                                       np.roll(principal, s), rot)
                             for s in range(3)])
    return grains[rng.permutation(len(grains))]


def polycrystal_cells(grains, per_grain):
    n = GRAINS_PER_SIDE * per_grain
    i, j, k = np.indices((n, n, n)).reshape(3, -1) // per_grain
    return n, grains[(i * GRAINS_PER_SIDE + j) * GRAINS_PER_SIDE + k]


def check_enclosure(upper, lower, harmonic, arithmetic):
    slack = 1e-8 * arithmetic
    assert np.linalg.eigvalsh(upper - lower).min() > -slack
    assert np.linalg.eigvalsh(upper).max() <= arithmetic + slack
    assert np.linalg.eigvalsh(lower).min() >= harmonic - slack


# ---------------- example parameters (round model values) ----------------
rho = np.array([10.0, 15.0, 20.0])       # uOhm cm
sigma = 100.0 / rho                      # 1e4 S/cm
thickness, grain_size = 30.0, 50.0       # nm
arithmetic = sigma.mean()
harmonic = 1.0 / np.mean(1.0 / sigma)
rho_low, rho_high = 100 / arithmetic, 100 / harmonic

# ---------------- uniform orientation average by quadrature ----------------
nodes, node_weights = np.polynomial.legendre.leggauss(8)
turns = 2 * np.pi * np.arange(8) / 8
angles = np.array([(a, np.arccos(c), g) for a in turns for c in nodes
                   for g in turns])
weights = np.array([w for a in turns for w in node_weights for g in turns]) / 128
all_rot = Rotation.from_euler("ZYZ", angles).as_matrix()
oriented = np.einsum("gia,a,gja->gij", all_rot, sigma, all_rot)
mean_sigma = np.einsum("g,gij->ij", weights, oriented)
mean_rho = np.einsum("g,gij->ij", weights, np.linalg.inv(oriented))
assert np.allclose(mean_sigma, arithmetic * np.eye(3), atol=1e-10)
assert np.allclose(mean_rho, np.eye(3) / harmonic, atol=1e-10)
single_grain_spread = np.sqrt(weights @ (oriented[:, 0, 0] - arithmetic)**2)

# ---------------- solver check: layered crystal with known answer ----------
grains = balanced_grains(sigma, seed=7)
layer_index = np.indices((6, 6, 6))[2].ravel()
layer_up, layer_down = enclose(6, grains[:6][layer_index])
known_zz = 1 / np.mean(1 / grains[:6, 2, 2])
assert abs(layer_up[2, 2] / known_zz - 1) < 1e-6
assert np.allclose(layer_up, layer_down, atol=1e-5)

# ---------------- enclosure of the polycrystal's conductivity --------------
brackets = []
for per_grain in (1, 3):
    n, cells = polycrystal_cells(grains, per_grain)
    up, down = enclose(n, cells)
    check_enclosure(up, down, harmonic, arithmetic)
    brackets.append((np.trace(down) / 3, np.trace(up) / 3))
assert brackets[1][1] - brackets[1][0] < brackets[0][1] - brackets[0][0]

# strongly anisotropic case
strong_rho = np.array([1.0, 10.0, 100.0])
strong_sigma = 100 / strong_rho
n, cells = polycrystal_cells(balanced_grains(strong_sigma, seed=11), 2)
strong_up, strong_down = enclose(n, cells)
strong_arith = strong_sigma.mean()
strong_harm = 100 / strong_rho.mean()
check_enclosure(strong_up, strong_down, strong_harm, strong_arith)

# ---------------- neglected effects, rough assumed sizes -------------------
# fibre texture: axis 1 along the film normal, random rotation about it
spin = Rotation.from_euler("z", turns[:, None]).as_matrix()
fibre = np.einsum("gia,a,gja->gij", spin, np.roll(sigma, -1), spin)
fibre_low = 100 / fibre[:, 0, 0].mean()
fibre_high = 100 * np.linalg.inv(fibre)[:, 0, 0].mean()
assert fibre_low > rho_high              # texture leaves the random interval

# grain boundaries: series stack of grains solved from its node equations
gamma_ohm_cm2 = 5e-12
gamma = gamma_ohm_cm2 * 1e6 * 1e7        # uOhm cm nm
boundary_rho = gamma / grain_size


def stack_resistivity(boundary):
    """Resistivity of the stack; boundary=None means perfect boundaries."""
    links = grains[:, 2, 2] / (100 * grain_size)   # conductance per area
    if boundary is not None:
        links = np.column_stack([links, np.full(len(links), 1 / boundary)])
        links = links.ravel()
    system = (np.diag(links[:-1] + links[1:]) - np.diag(links[1:-1], 1)
              - np.diag(links[1:-1], -1))
    source = np.zeros(len(links) - 1)
    source[0] = links[0]                           # unit voltage at one end
    potential = np.linalg.solve(system, source)
    current_density = links[0] * (1 - potential[0])
    mean_field = 1 / (len(grains) * grain_size)
    return mean_field / current_density


stack_clean = stack_resistivity(None)
stack_dirty = stack_resistivity(gamma)
assert rho_low < stack_clean < rho_high
assert rho_high < stack_dirty < rho_high + boundary_rho

# diffuse film surfaces: average over depth z and direction cosine u
free_path = 5.0
ratio, _ = dblquad(lambda z, u: 1.5 * (1 - u * u)
                   * (1 - np.exp(-z / (free_path * u))) / thickness,
                   0, 1, 0, thickness)
surface_loss = 1 - ratio
surface_formula = 3 * free_path / (8 * thickness)
assert abs(surface_loss - surface_formula) < 1e-4   # exponentially small rest

# heating: common linear temperature coefficient for all three axes
coefficient, hot, cold = 0.003, 400.0, 300.0
hot_rho = rho * (1 + coefficient * (hot - cold))
hot_low, hot_high = 1 / np.mean(1 / hot_rho), hot_rho.mean()


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


for axis in range(3):
    show(f"principal resistivity {axis + 1}", rho[axis], "uOhm cm", 1)
for axis in range(3):
    show(f"principal conductivity {axis + 1}", sigma[axis], "1e4 S/cm")
show("harmonic mean conductivity (lower bound)", harmonic, "1e4 S/cm")
show("arithmetic mean conductivity (upper bound)", arithmetic, "1e4 S/cm")
show("lowest allowed resistivity", rho_low, "uOhm cm")
show("highest allowed resistivity", rho_high, "uOhm cm")
show("interval width / highest resistivity",
     100 * (rho_high - rho_low) / rho_high, "%", 1)
show("film thickness", thickness, "nm", 0)
show("lowest sheet resistance", 10 * rho_low / thickness, "Ohm/sq")
show("highest sheet resistance", 10 * rho_high / thickness, "Ohm/sq")
print(f"grains in computed cell: {len(grains)}")
for name, (low, high) in zip(("1 element", "3 elements"), brackets):
    show(f"cell conductivity from below, {name} per grain edge", low, "1e4 S/cm")
    show(f"cell conductivity from above, {name} per grain edge", high, "1e4 S/cm")
show("cell resistivity, fine mesh, at least", 100 / brackets[1][1], "uOhm cm")
show("cell resistivity, fine mesh, at most", 100 / brackets[1][0], "uOhm cm")
print("strong case principal resistivities:", strong_rho, "uOhm cm")
show("strong case harmonic mean", strong_harm, "1e4 S/cm")
show("strong case cell from below", np.trace(strong_down) / 3, "1e4 S/cm")
show("strong case cell from above", np.trace(strong_up) / 3, "1e4 S/cm")
show("strong case arithmetic mean", strong_arith, "1e4 S/cm")
show("fibre texture, lowest in-plane resistivity", fibre_low, "uOhm cm")
show("fibre texture, highest in-plane resistivity", fibre_high, "uOhm cm")
show("grain size", grain_size, "nm", 0)
print(f"assumed boundary resistance: {gamma_ohm_cm2:.1e} Ohm cm2")
show("boundary term gamma/D", boundary_rho, "uOhm cm")
show("highest resistivity with boundaries", rho_high + boundary_rho, "uOhm cm")
show("series stack, perfect boundaries", stack_clean, "uOhm cm")
show("series stack, resistive boundaries", stack_dirty, "uOhm cm")
show("assumed mean free path", free_path, "nm", 1)
show("surface loss of conductivity, integral", 100 * surface_loss, "%")
show("surface loss of conductivity, 3*path/(8*t)", 100 * surface_formula, "%")
show("one-grain conductivity spread / mean",
     100 * single_grain_spread / arithmetic, "%", 1)
show("same for the average of 100 equal grains",
     10 * single_grain_spread / arithmetic, "%", 1)
show("assumed temperature coefficient", coefficient, "1/K")
show("reference temperature", cold, "K", 0)
show("temperature of use", hot, "K", 0)
show("lowest allowed resistivity when hot", hot_low, "uOhm cm")
show("highest allowed resistivity when hot", hot_high, "uOhm cm")
print("all tests passed")
```

Printed output:

```
principal resistivity 1: 10.0 uOhm cm
principal resistivity 2: 15.0 uOhm cm
principal resistivity 3: 20.0 uOhm cm
principal conductivity 1: 10.000 1e4 S/cm
principal conductivity 2: 6.667 1e4 S/cm
principal conductivity 3: 5.000 1e4 S/cm
harmonic mean conductivity (lower bound): 6.667 1e4 S/cm
arithmetic mean conductivity (upper bound): 7.222 1e4 S/cm
lowest allowed resistivity: 13.846 uOhm cm
highest allowed resistivity: 15.000 uOhm cm
interval width / highest resistivity: 7.7 %
film thickness: 30 nm
lowest sheet resistance: 4.615 Ohm/sq
highest sheet resistance: 5.000 Ohm/sq
grains in computed cell: 216
cell conductivity from below, 1 element per grain edge: 6.868 1e4 S/cm
cell conductivity from above, 1 element per grain edge: 7.116 1e4 S/cm
cell conductivity from below, 3 elements per grain edge: 6.997 1e4 S/cm
cell conductivity from above, 3 elements per grain edge: 7.042 1e4 S/cm
cell resistivity, fine mesh, at least: 14.201 uOhm cm
cell resistivity, fine mesh, at most: 14.293 uOhm cm
strong case principal resistivities: [  1.  10. 100.] uOhm cm
strong case harmonic mean: 2.703 1e4 S/cm
strong case cell from below: 9.680 1e4 S/cm
strong case cell from above: 21.274 1e4 S/cm
strong case arithmetic mean: 37.000 1e4 S/cm
fibre texture, lowest in-plane resistivity: 17.143 uOhm cm
fibre texture, highest in-plane resistivity: 17.500 uOhm cm
grain size: 50 nm
assumed boundary resistance: 5.0e-12 Ohm cm2
boundary term gamma/D: 1.000 uOhm cm
highest resistivity with boundaries: 16.000 uOhm cm
series stack, perfect boundaries: 14.357 uOhm cm
series stack, resistive boundaries: 15.357 uOhm cm
assumed mean free path: 5.0 nm
surface loss of conductivity, integral: 6.249 %
surface loss of conductivity, 3*path/(8*t): 6.250 %
one-grain conductivity spread / mean: 18.2 %
same for the average of 100 equal grains: 1.8 %
assumed temperature coefficient: 0.003 1/K
reference temperature: 300 K
temperature of use: 400 K
lowest allowed resistivity when hot: 18.000 uOhm cm
highest allowed resistivity when hot: 19.500 uOhm cm
all tests passed
```
